# Jamming of oxygen on a square lattice under the eight-site rule

Oxygen that adsorbs dissociatively under the eight-site rule, with immobile atoms, jams at \(\theta_J=0.3619\pm0.0002\) atoms per site. Random filling of the same lattice by nearest-neighbour dimers jams at \(0.9069\pm0.0002\). The ratio is 0.399. Both values are simulation averages with one standard error. Both rules adsorb in pairs, and the exclusion of nearest neighbours accounts for the difference. Once exclusion is present, single atoms jam at almost the same coverage as pairs.

## The rule and the model

Sites have integer coordinates \((x,y)\). A molecule is offered a *placement*, which is a pair of diagonal sites such as \((0,0)\) and \((1,1)\). It dissociates there if both sites are empty and so are all sites adjacent to either of them:

\[
(1,0),\ (0,1),\ (-1,0),\ (0,-1),\ (2,1),\ (1,2).
\]

There are six of these because \((1,0)\) and \((0,1)\) are adjacent to both atoms. Two atom sites and six neighbours make the eight sites. If any is occupied, the molecule returns to the gas and leaves the surface unchanged.

Each placement receives arrivals independently at rate \(k\). Atoms neither move nor desorb. The surface is jammed when no placement is open. Coverage \(\theta\) is the number of atoms per site, also written ML. For the dimer comparison a placement is a pair of adjacent sites, and only those two must be empty.

## A lattice small enough to solve by hand

Take a \(4\times4\) lattice with periodic edges. Call a site even or odd according to \(x+y\). There are eight sites of each kind. A diagonal step changes \(x+y\) by 0 or \(\pm2\), so both atoms of a molecule land on the same sublattice.

By symmetry, let the first molecule occupy \((0,0)\) and \((1,1)\). It closes its two even sites and the six adjacent odd sites. The sites that can still accept an atom are

- even: \((2,0),(0,2),(2,2),(3,1),(1,3),(3,3)\);
- odd: \((3,2),(2,3)\).

On this small torus every even site with even \(x\) is diagonal to every even site with odd \(x\). Three sites of each type remain, which gives \(3\times3=9\) open even placements. The two odd sites form one more. The next successful molecule chooses among these ten with equal probability.

If it takes the odd placement, its atoms are adjacent to all six remaining even sites. The surface jams with four atoms, \(\theta=4/16\).

If it takes an even placement, it blocks the odd one, because each of the six even sites is adjacent to at least one of the two odd sites. Two even sites of each type remain. Any of them can pair across types, so the sublattice fills completely and \(\theta=8/16\). The mean is therefore

\[
\langle\theta_J\rangle=\frac1{10}\,\frac4{16}+\frac9{10}\,\frac8{16}
=0.025+0.450=0.475 .
\]

The example shows how disorder arises: molecules that start on different sublattices obstruct each other. It also shows that four sites is too short a side to represent a large surface. On a \(5\times5\) torus, where an alternating pattern cannot close around the edge, the exact recursion described below gives 0.33800.

## From the example to an algorithm

In the example it was enough to know which *single* sites could accept an atom. This holds in general. Give each site a flag that is true when the site and its four neighbours are empty. Each atom of a diagonal pair has a five-site neighbourhood, and the two neighbourhoods share two sites. Their union has \(5+5-2=8\) sites, which are the eight in the rule. A placement is thus open if and only if both its flags are true.

A second simplification concerns time. Since atoms never leave, a blocked placement stays blocked. At its first arrival a placement is either filled or found blocked, and later arrivals there change nothing. The full history therefore needs one arrival per placement:

1. Set all flags to true.
2. Draw for each placement an independent time \(t\) from the density \(k e^{-kt}\), and sort the times.
3. Visit the placements in that order. If both flags are true, deposit two atoms and set the flags of both atoms and their neighbours to false.
4. Stop after the last placement. The surface is jammed.

For \(N\) sites there are \(2N\) placements. Apart from sorting, the work is proportional to \(N\). Nearest-neighbour dimers use the same procedure with adjacent pairs, and an atom then closes its own site alone.

For a small lattice the hand calculation becomes a recursion. Let \(F(\sigma)\) be the mean final number of atoms starting from state \(\sigma\). If no placement is open, \(F(\sigma)\) is the number of atoms present. Otherwise it is the average of \(F\) over the states reached by filling each open placement, because all have equal rates. On the \(5\times5\) torus the one-pass algorithm gave 0.33809 against the exact 0.33800. For dimers on a \(4\times4\) torus it gave 0.92759 against 0.92750. A separate simulation inspected all eight sites at repeated random trials. It gave \(0.3611\pm0.0010\) on lattices of side 48, consistent with the main result.

## Rate equations

Let \(P(t)\) be the probability that a placement is open. There are two placements per site, each filled at rate \(kP\), and each success adds two atoms:

\[
\frac{d\theta}{dt}=2\times2\times kP=4kP .
\]

If \(S_0\) is the sticking coefficient of the clean surface, the coefficient at coverage \(\theta\) is \(S_0P\) in this model.

To find \(P\), let \(P(E)\) be the probability that every site of a set \(E\) is empty. Let \(E_u\) be the sites that placement \(u\) requires to be empty. An arrival at \(u\) spoils the emptiness of \(E\) if it puts an atom in \(E\), which requires \(E_u\) to be empty too. Hence

\[
\frac{dP(E)}{dt}=-k\sum_{u\ \text{with an atom in}\ E}P(E\cup E_u).
\]

### A case that closes: dimers on a ring

On a long ring, let \(p_n\) be the probability that \(n\) consecutive sites are empty. A dimer can land inside the string in \(n-1\) ways, or across either end, which needs one more empty site:

\[
\frac{dp_n}{dt}=-k\left[(n-1)p_n+2p_{n+1}\right].
\]

Try \(p_n=e^{-(n-1)kt}\phi(t)\). The first term on the right cancels the derivative of the exponential, leaving

\[
\frac{d\phi}{dt}=-2k e^{-kt}\phi,\qquad \phi(0)=1,
\]

so that \(\phi=\exp[-2(1-e^{-kt})]\). Since \(p_1=\phi\), the final coverage is

\[
\theta_J=1-p_1(\infty)=1-e^{-2}=0.86466 .
\]

The one-pass algorithm gave 0.86479 on rings of 200,000 sites. In two dimensions the sets \(E\) acquire ever more shapes and this ansatz does not close the equations, so the jamming coverages here are simulated.

### Early sticking

The hierarchy still gives a short-time series. Put \(\tau=kt\). Differentiating \(n\) times at \(\tau=0\), where all probabilities are 1, counts chains of \(n\) placements. Each placement must have an atom in the set accumulated so far. With \(S_n\) the number of such chains,

\[
P=1-S_1\tau+\frac{S_2}{2}\tau^2-\cdots .
\]

Each site belongs to four placements. For dimers, \(E\) has two sites and one placement has both ends in \(E\), so \(S_1=2\times4-1=7\). At the next order, the original placement leaves \(E\) unchanged and contributes 7. Each of the other six enlarges \(E\) to three connected sites, touched by \(3\times4-2=10\) placements. Thus \(S_2=7+6\times10=67\).

For the eight-site rule, eight diagonal placements have both ends in \(E\): the atom pair itself and seven pairs among the six neighbours. Hence \(S_1=8\times4-8=24\). Enumeration gives \(S_2=854\).

Now replace time by coverage. Integrating \(d\theta/d\tau=4P\) gives

\[
\frac{\theta}{4}=\tau-\frac{S_1}{2}\tau^2+\cdots .
\]

Inverting to second order,

\[
\tau=\frac{\theta}{4}+\frac{S_1}{2}\left(\frac{\theta}{4}\right)^2+\cdots
=\frac{\theta}{4}+\frac{S_1\theta^2}{32}+\cdots .
\]

Substitution into \(P\) yields

\[
P=1-\frac{S_1}{4}\theta+\frac{S_2-S_1^2}{32}\theta^2+\cdots .
\]

The two rules therefore begin as

\[
P_8=1-6\theta+8.6875\,\theta^2+\cdots,\qquad
P_2=1-1.75\,\theta+0.5625\,\theta^2+\cdots .
\]

The initial slope for the eight-site rule is \(-6\), not the \(-8\) of eight independently occupied sites, because atoms arrive in correlated pairs. At 0.05 ML the quadratic formula gives \(P_8=0.7217\), and the simulation gives 0.7222. At 0.20 ML the formula gives 0.148 against 0.172, so it is no longer accurate there.

| \(\theta\) (ML) | \(P_8\) | \(P_2\) |
|---:|---:|---:|
| 0.10 | 0.491 | 0.831 |
| 0.20 | 0.172 | 0.673 |
| 0.30 | 0.030 | 0.529 |

### The slow end

A placement that is still open at time \(t\) has had no arrival, which has probability \(e^{-kt}\). Write \(P=e^{-kt}Q(t)\), where \(Q\) is the probability that no other placement has blocked it, given that it has had no arrival itself. Blocking is permanent, so \(Q\) cannot increase, and it tends to a limit \(C\).

This limit is positive. For the eight-site rule, a diagonal two-site hole in an otherwise filled sublattice region stays open until its own arrival. For dimers, an isolated two-site hole does the same. Integrating the rate equation from a late time to infinity then gives

\[
\theta_J-\theta(t)=4k\int_t^\infty P\,dt'\simeq4C e^{-kt}.
\]

The simulated decay rates between \(kt=4\) and 6 were \(0.953k\) for the eight-site rule and \(1.016k\) for dimers. About 120 eight-site adsorption events remain after \(kt=6\), by extrapolation from the 99% point. This implies a statistical error near 4%, so the departure from \(k\) is not significant.

## What lowers the coverage

Two control simulations change one ingredient at a time. All four cases below use lattices of side 240.

| Adsorbed unit | Neighbour exclusion | \(\theta_J\) (ML) |
|---|---|---:|
| Adjacent pair | no | 0.9069 |
| Diagonal pair | no | 0.9068 |
| Single atom | yes | 0.3641 |
| Diagonal pair | yes | 0.3619 |

The first two rows agree for a geometric reason. Without exclusion, diagonal pairs on the even and odd sublattices do not affect each other. Each sublattice is itself a square lattice, turned by 45 degrees, on which the diagonal pairs are nearest-neighbour dimers.

Single atoms without exclusion would fill every site. Exclusion alone lowers that coverage from 1 to 0.364. Once exclusion is present, the pair requirement lowers it by only a further 0.002 to 0.003; the difference of the two tabulated values is \(0.0022\pm0.0003\), so its last digit is not resolved.

The densest arrangements also differ. Dimers can cover the whole lattice, whereas exclusion permits at most one atom on each adjacent pair of sites and hence a coverage of 1/2. Relative to these ceilings, dimers reach 0.907 and the eight-site rule reaches \(0.362/0.5\approx0.72\).

In the jammed eight-site surface, 0.042 of the sites could still accept a single atom but have no diagonal partner. Filling all of them would raise the coverage to at most \(0.362+0.042=0.404\). The remaining gap to 1/2 reflects regions on opposite sublattices that meet out of register, as in the hand example.

## A cold Pd(100) surface

Consider O\(_2\) at \(10^{-8}\) Torr and 300 K above Pd(100) held at 130 K. Rough typical values are a lattice constant \(a=0.389\) nm and \(S_0=0.8\). Any dependence of dissociation on the spin of O\(_2\) is contained in \(S_0\); the lattice model does not resolve it.

The square surface cell has area \(a^2/2\), so the site density is \(n_s=2/a^2=1.322\times10^{15}\) cm\(^{-2}\). For a gas of number density \(p/(k_BT)\) and mean speed \(\sqrt{8k_BT/(\pi m)}\), one quarter of their product gives the impingement flux

\[
F=\frac{p}{\sqrt{2\pi mk_BT}}=3.585\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}} .
\]

The \(2n_s\) placements per unit area share the flux \(S_0F\). Therefore

\[
k=\frac{S_0F}{2n_s}
=\frac{0.8\times3.585\times10^{12}}{2\times1.322\times10^{15}}\ \mathrm{s^{-1}}
=1.085\times10^{-3}\ \mathrm{s^{-1}} .
\]

The simulation reaches 90% of jamming at \(kt=0.803\) and 99% at \(kt=2.753\), the second value with a sampling error of about 0.02. The corresponding times are about 740 s and 2500 s. The latter is an exposure of about 25 L, where 1 L is \(10^{-6}\) Torr s. The next 9% takes more than twice as long as the first 90%, because rare open placements must wait for a direct hit. The jammed density is about \(4.8\times10^{14}\) oxygen atoms per cm\(^2\). This takes the diagonal landing geometry as given; it is an assumption of the model, not something established here for Pd(100). If the atoms instead land two sites apart along a row, which requires nine empty sites, jamming occurs at 0.358 ML, or \(4.7\times10^{14}\) per cm\(^2\).

A real surface breaks several assumptions. With a rough hopping barrier of 0.50 eV and attempt frequency of \(10^{13}\) s\(^{-1}\) in each of the four directions, an atom attempts 0.004 hops during the 99% dose. Simulated hopping after jamming, with renewed adsorption, added less than 0.001 ML after 0.1 attempts per atom, about 0.008 ML after one and about 0.04 ML after ten. These gains assume an already jammed surface on which new openings are refilled at once. Hops spread over the dose itself, competing with adsorption at the finite rate \(k\), do less: one attempt per atom changes the coverage at the end of the dose by less than 0.002 ML, and ten raise it by about 0.01 ML. Immobility is thus a good approximation for these inputs, but a barrier lower by 0.05 eV would raise the hop rate about 87 times. With the stated barrier, one attempt per dose is reached at 148 K. The jamming value should not be used as a room-temperature saturation coverage.

Molecules may also survive without dissociating. A rough desorption barrier of 0.35 eV gives a lifetime of 3.7 s. If molecules are captured at the rate \(S_0F/n_s=2k\) per site, their standing coverage is at most \(2k\times3.7\ \mathrm{s}=0.008\) molecules per site. If such molecules wander, they can find open placements that a direct hit would miss. In the limit where every captured molecule succeeds, each site gains atoms at the rate \(4k\), and the filling time falls to \(\theta_J/(4k)\approx80\) s. The jamming coverage is unchanged if they choose uniformly among open placements, since it depends on the order of filling and not on the waiting times. Wandering need not give a uniform choice, however: a molecule that takes the first open placement on its path reaches some placements more readily than others, and this shifts the jamming coverage. For a molecule that walks at random over all sites without desorbing, the coverage rises to about 0.373 ML, roughly 0.01 ML above the direct-hit value.

Finally, suppose that pairs with one of their six neighbours occupied stick with 1% of the clean-surface probability. Such placements make up 0.0294 of the total at jamming. At the initial rate, another 99% dose would add \(4\times0.01\times0.0294\times2.753=0.003\) ML. Surface steps, longer-range repulsion and the flight of newly formed hot atoms are not included, and their effects have not been sized. The numerical output below gives the remaining values.

## Numbers as computed

```
Lattice side, runs per main rule: 240 sites, 30
Eight-site jamming: 0.36190 +/- 0.00022 ML
NN-dimer jamming: 0.90688 +/- 0.00018 ML
Ratio eight-site/dimer: 0.3991
Eight-site fraction of 1/2 ceiling: 0.7238
Diagonal pairs, no exclusion: 0.90676 +/- 0.00028 ML
Single atoms, exclusion: 0.36414 +/- 0.00023 ML
Eight-site, side 32: 0.36155 +/- 0.00033 ML
Literal trials, side 48: 0.36111 +/- 0.00097 ML
Sites still open to a single atom, eight-site: 0.04209 per site
5x5 eight-site exact, simulated: 0.33800, 0.33809 ML
4x4 dimer exact, simulated: 0.92750, 0.92759 ML
Dimer ring exact, simulated: 0.86466, 0.86479 ML
Eight-site S0..S4: 1 24 854 39030 2150022
Dimer S0..S4: 1 7 67 803 11467
Eight-site P at kt=0.01: series 0.79709, simulated 0.79680
Eight-site P(theta): linear -6.0000, quadratic +8.6875
Dimer P at kt=0.03: series 0.81692, simulated 0.81617
Dimer P(theta): linear -1.7500, quadratic +0.5625
P at 0.05 ML: eight-site 0.72217, dimer 0.91391
P at 0.10 ML: eight-site 0.49079, dimer 0.83073
P at 0.20 ML: eight-site 0.17231, dimer 0.67340
P at 0.30 ML: eight-site 0.02994, dimer 0.52891
Late rate / k: eight-site 0.953, dimer 1.016
kt at 90%, 99% of eight-site jamming: 0.803, 2.753
kt at 99% of dimer jamming: 3.002
Rough Pd lattice constant: 0.389 nm
O2 pressure: 1.0e-08 Torr
Gas, surface temperature: 300, 130 K
Rough clean-surface sticking: 0.8
Site density: 1.322e+15 cm^-2
O2 flux: 3.585e+12 cm^-2 s^-1
Arrival rate k per placement: 1.085e-03 s^-1
Time to 90%, 99% of jamming: 740, 2537 s
Exposure to 99%: 25.4 L (1e-6 Torr s)
Jammed O density: 4.783e+14 cm^-2
Rough attempt frequency: 1e+13 s^-1
Rough hop, dissociation, O2 desorption barriers: 0.50, 0.20, 0.35 eV
Attempted hops per atom in 99% dose: 4.19e-03
Gain after 0.1, 1, 10 attempted hops per atom: 0.0002, 0.0079, 0.0384 ML
Temperature for one attempted hop per dose: 148 K
Dissociation time: 5.67e-06 s
Undissociated O2 lifetime: 3.70 s
Upper estimate of O2 coverage: 0.0080 per site
Jammed placements with one blocked neighbour: 0.0294
Relative sticking assumed for these: 0.01
Initial-rate creep over another 99% dose: 0.0032 ML
```
